# Quasiparticle Correction to a p-Type Schottky Barrier at Fixed Interface Density

A metal meets a semiconductor at the plane \(z=0\), with the metal at \(z<0\). A Kohn–Sham (KS) calculation of the junction has given the electron density and a p-type barrier

\[
\Phi_p=E_F-E_v ,
\]

positive when the Fermi level lies above the valence edge. Bulk quasiparticle (QP) calculations are available for each material, but not for the junction. The problem asks how to use them.

All energies are electron energies. \(V_m\) and \(V_s\) are the macroscopic averages of the electrostatic energy deep in the metal and deep in the semiconductor, and \(\Delta V=V_s-V_m\). "Deep" means many atomic layers from the contact, but a distance short compared with the depletion width, so that doping-induced band bending is not yet felt. \(E_F^m\) and \(E_v^s\) are the bulk Fermi level and valence edge, each measured from the average electrostatic energy of its own bulk.

## (a) What fixes the Kohn–Sham barrier?

**Question.** Express \(\Phi_p^{KS}\) through bulk levels and \(\Delta V\), and show that \(\Delta V\) depends on the charge density alone.

**Solution.** Deep in the metal the KS potential is that of the bulk metal, moved rigidly by \(V_m\). This requires the exchange-correlation potential \(V_{xc}\) to return to its bulk form there, as it does for local and semilocal functionals. The same holds in the semiconductor, so

\[
E_F=V_m+E_F^m,\qquad E_v=V_s+E_v^s,
\]
\[
\Phi_p^{KS}=E_F^{m,KS}-E_v^{s,KS}-\Delta V .
\]

Let \(\nu(z)\) be the averaged number density of electrons minus that of positive charges. Poisson's equation for the electron energy is

\[
\frac{d^2V}{dz^2}=-\frac{e^2}{\varepsilon_0}\,\nu(z).
\]

The field vanishes deep in the metal. Integrating twice from \(-L\) to \(L\) and exchanging the order of integration gives

\[
\Delta V=-\frac{e^2}{\varepsilon_0}\int_{-L}^{L}(L-z')\,\nu(z')\,dz'
=\frac{e^2}{\varepsilon_0}\int_{-L}^{L} z'\,\nu(z')\,dz' .
\]

The term in \(L\) dropped out because the interface is neutral as a whole. Thus \(\Delta V\) is a dipole moment of the density. If the density is kept, the lineup is kept. Extra electrons on the semiconductor side, balanced by positive charge at the metal surface, raise the semiconductor levels.

## (b) How far does one level move?

**Question.** Replace \(V_{xc}\) by a self-energy \(\Sigma(E)\) at unchanged density. Find the shift \(\delta_{n\mathbf k}\) of a bulk level \(\varepsilon_{n\mathbf k}\).

**Solution.** The kinetic, ionic and Hartree terms are the same in both problems, since the density is the same. The change of the Hamiltonian is therefore

\[
X(E)=\Sigma(E)-V_{xc}.
\]

To first order in \(X\), the KS orbital is kept and

\[
E_{n\mathbf k}=\varepsilon_{n\mathbf k}+\langle\Sigma(E_{n\mathbf k})-V_{xc}\rangle .
\]

Expand \(\langle\Sigma(E)\rangle\approx\langle\Sigma(\varepsilon)\rangle+(E-\varepsilon)\langle\Sigma'(\varepsilon)\rangle\) and collect the terms in \(E-\varepsilon\):

\[
\delta_{n\mathbf k}=Z\,\langle\Sigma(\varepsilon_{n\mathbf k})-V_{xc}\rangle,\qquad
Z=\frac{1}{1-\langle\Sigma'(\varepsilon_{n\mathbf k})\rangle}.
\]

The quality of the linear step can be seen for \(\Sigma(E)=g^2/(E-p)\), with \(g=7.5\) eV, \(p=-15\) eV, \(V_{xc}=3.2\) eV and \(\varepsilon=0\). Then \(\Sigma(0)=3.75\) eV, \(\Sigma'(0)=-0.25\) and \(Z=0.8\), so \(\delta=0.8\times0.55=0.440\) eV. Solving the equation without linearisation gives 0.4425 eV.

The factor \(Z\) depends on the recipe. Suppose the Fermi level of the Green function inside \(\Sigma\) is moved along with the final one. Then \(\Sigma\) depends on \(E-\delta_F\), where \(\delta_F\) is the Fermi-level shift. For a state at the Fermi level of an isotropic metal, \(E-\delta_F=\varepsilon_F\), and the shift is \(\langle\Sigma(\varepsilon_F)-V_{xc}\rangle\) without \(Z\). The two bulk calculations must follow one recipe.

## (c) How far does the metal Fermi level move?

**Question.** The shifts \(\delta_{n\mathbf k}\) vary over the Fermi surface. Find \(\delta_F=E_F^{m,QP}-E_F^{m,KS}\).

**Solution.** The Fermi level follows from the electron count. For a normal Fermi liquid the number of quasiparticle states below it equals the number of electrons \(N\):

\[
N=\sum_{n\mathbf k}\theta(\varepsilon_F-\varepsilon_{n\mathbf k})
=\sum_{n\mathbf k}\theta(\varepsilon_F+\delta_F-\varepsilon_{n\mathbf k}-\delta_{n\mathbf k}).
\]

Expand the second sum to first order in the shifts. The derivative of the step function is a delta function, written \(\delta_D\):

\[
0=\sum_{n\mathbf k}\delta_D(\varepsilon_F-\varepsilon_{n\mathbf k})\,(\delta_F-\delta_{n\mathbf k}),
\]
\[
\delta_F=\frac{\sum_{n\mathbf k}\delta_D(\varepsilon_F-\varepsilon_{n\mathbf k})\,\delta_{n\mathbf k}}
{\sum_{n\mathbf k}\delta_D(\varepsilon_F-\varepsilon_{n\mathbf k})}.
\]

The Fermi-level correction is the average over the Fermi surface, weighted by the density of states. In an isotropic metal \(k_F\) is fixed by the density, and \(\delta_F=\delta(k_F)\) holds without the expansion.

A two-dimensional band shows that the choice of average matters. Take \(\varepsilon=-\cos k_x-0.6\cos k_y\) and \(\delta=0.01(0.5+\cos k_x)\), both in eV, with filling 0.3 and a thermal smearing of 0.02 eV. Counting electrons before and after the shift gives \(\delta_F=10.61\) meV. The Fermi-surface average gives 10.64 meV, while the average over occupied states gives 12.20 meV.

## (d) What is the corrected barrier?

**Question.** Define the valence-edge correction, decide whether the self-energy close to the interface matters, and obtain \(\Phi_p^{QP}\).

**Solution.** The valence-edge correction is a difference of two maxima,

\[
\delta_v=\max_{n\mathbf k}(\varepsilon_{n\mathbf k}+\delta_{n\mathbf k})-\max_{n\mathbf k}\varepsilon_{n\mathbf k}.
\]

The two maxima may lie at different \(\mathbf k\). Near a single parabolic maximum of mass \(m\), let the shift be \(\delta_0+gq\), with \(q\) the distance from the KS maximum along the gradient. The corrected band is \(E_v-\hbar^2q^2/2m+\delta_0+gq\), whose top is at \(q=mg/\hbar^2\). Hence \(\delta_v=\delta_0+mg^2/2\hbar^2\), and the movement of the maximum enters at second order.

Near the contact \(X\) differs from both bulk forms. Most of the difference is confined to a few layers. In the semiconductor a weak tail remains, the image energy of part (g), which falls as the inverse distance and vanishes deep inside. The difference can change the reflection of Bloch waves and create or move interface states, whose amplitude decays into the semiconductor. Since it vanishes there, it cannot move the edge of the continuous spectrum found deep inside, which belongs to the bulk operator. Nor does it move the Fermi level, which is set by neutrality deep in the metal. At fixed \(\Delta V\), therefore,

\[
E_F^{QP}=V_m+E_F^{m,KS}+\delta_F,\qquad
E_v^{QP}=V_s+E_v^{s,KS}+\delta_v .
\]

Subtraction gives

\[
\boxed{\;\Phi_p^{QP}=\Phi_p^{KS}+\delta_F-\delta_v\;}
\]

A valence edge that moves down (\(\delta_v<0\)) raises the barrier. A Fermi level that moves down lowers it.

For the n-type barrier \(\Phi_n=E_c-E_F\), the same argument gives \(\Phi_n^{QP}=\Phi_n^{KS}+\delta_c-\delta_F\). The two changes add up to \(\delta_c-\delta_v\), the gap correction, and \(\delta_F\) decides how it is shared. If \(\delta_F=\delta_v\), the p-type barrier stays and the n-type barrier takes the whole gap correction. If \(\delta_F=\delta_c\), the roles are reversed.

The corrections must refer to the functional used for the junction. If a constant \(c\) is added to \(V_{xc}\) of the metal while \(\Sigma(E)\) is held fixed, \(E_F^{m,KS}\) rises by \(c\) and \(\delta_F\) falls by \(c\), so the sum is unchanged, apart from the small error of a linearised shift. Taking \(\delta_F\) from one functional and \(\Phi_p^{KS}\) from another destroys this cancellation.

The result also needs a Fermi level that stays inside the gap. If it falls below the valence edge, holes fill the semiconductor near the contact and the density cannot remain as it was.

## (e) A junction that can be solved directly

**Question.** Apply the result to a chain model and compare it with the levels of the whole junction.

**Solution.** The metal is a chain with site energy 5.0 eV, hopping energy \(-1.5\) eV and one third of its states filled. Its band is \(5.0-3.0\cos k\), with \(k\) in inverse site spacings, and the filling gives \(k_F=\pi/3\). The self-energy adds \(-0.10\) eV to each site and strengthens the hopping by 0.10 eV:

\[
E_F^{m,KS}=5.0-3.0\times0.5=3.5\ \text{eV},
\]
\[
E_F^{m,QP}=4.9-3.2\times0.5=3.3\ \text{eV},\qquad \delta_F=-0.20\ \text{eV}.
\]

The semiconductor has two sites per cell, at \(4.25\mp0.25\) eV, joined by hopping \(t=0.5\) eV. The coupling between the two sublattices is \(t(1+e^{-ik})\), with squared modulus \(4t^2\cos^2(k/2)\). The bands are thus

\[
4.25\pm\sqrt{0.25^2+4t^2\cos^2(k/2)}\ \text{eV}.
\]

Their edges lie at \(k=\pi\), which gives \(E_v^{s,KS}=4.0\) eV and a gap of 0.50 eV. A nonlocal \(X\) shifts the edges by \(\delta_v=-0.45\) eV and \(\delta_c=+0.20\) eV, so the QP gap is 1.15 eV. It also widens both bands by 5 per cent, which leaves the edges where they are. With \(\Delta V=-0.70\) eV,

\[
\Phi_p^{KS}=3.5-4.0+0.7=0.20\ \text{eV},
\]
\[
\Phi_p^{QP}=0.20-0.20+0.45=0.45\ \text{eV}.
\]

The n-type barrier goes from 0.30 to \(0.30+0.20+0.20=0.70\) eV. Correcting the valence edge alone would give \(\Phi_p=0.65\) eV, too high by \(-\delta_F=0.20\) eV.

For the direct solution, 400 metal sites and 400 semiconductor sites were coupled by a hopping of 0.3 eV, and the whole chain was diagonalised. The semiconductor begins with its lower site (4.0 eV), and the lineup enters as a smooth step \(\tfrac12\Delta V[1+\tanh(s/2)]\), with \(s\) the distance from the middle of the contact bond in site spacings. The Fermi level was read from the occupation deep in the metal, and the band edges from states with weight in the middle third of the semiconductor. The p-type barrier came out as 0.2004 eV without \(X\) and 0.4504 eV with it. The bulk formulas, with the electrons counted at 300 K, give 0.2002 and 0.4502 eV.

Two changes to the junction separate what matters from what does not. A random self-energy with elements up to 0.3 eV, placed on the ten sites around the contact at fixed lineup, left the barrier at 0.4504 eV. A rigid rise of the semiconductor levels by 0.10 eV lowered it to 0.3504 eV. The barrier is thus insensitive to the local self-energy but follows the lineup one for one.

## (f) What if the density does respond?

**Question.** Estimate the error made by keeping the density.

**Solution.** Let the density change by \(\Delta n_j\) electrons on the semiconductor site at distance \(z_j\) from the last metal atom, in a contact area \(A\) per chain. By part (a), with the short-range screening of the bonds represented by a constant \(\varepsilon_r\), the semiconductor levels rise by

\[
u=\frac{e^2}{\varepsilon_0\varepsilon_r A}\sum_j z_j\,\Delta n_j(u),\qquad
\Phi_p=\Phi_p^{QP}-u .
\]

The change \(\Delta n_j\) depends on \(u\), because raised levels hold fewer electrons. If the sum is approximated by \(M_0-Ku\), and \(C=e^2/(\varepsilon_0A)\), then

\[
u=\frac{CM_0}{\varepsilon_r+CK}.
\]

The response \(K\) opposes the step and limits it.

For the chain, with site spacing 0.15 nm and \(A=0.13\) nm², switching on \(X\) at fixed lineup and fixed Fermi level adds 0.136 electrons per chain to the semiconductor side. The balancing positive charge is assumed to sit on the last metal atom, roughly where screening in a real metal would put it; the chain itself has no such screening. The added charge is \(0.136/0.13\approx1.0\) per nm², or about \(10^{14}\) cm⁻². The density is therefore not stationary under the new Hamiltonian. As a first estimate, let every semiconductor site rise by the same \(u\), and sum over the 24 sites nearest the contact. Solving for \(u\) with the full \(\Delta n_j(u)\) then gives 0.076 eV for \(\varepsilon_r=4\) and 0.058 eV for \(\varepsilon_r=12\). The barrier drops to 0.37–0.39 eV, which removes 23 to 30 per cent of the 0.25 eV correction.

Both simplifications matter. With 60 sites in the sum, the two values become 0.10 and 0.08 eV, because small changes in the number of thermal holes far from the contact are multiplied by a large distance. If instead 24 sites are kept but each feels only the potential at its own position, the step deep inside is about 0.03 eV for \(\varepsilon_r=4\) and 0.05 eV for \(\varepsilon_r=12\). With 40 sites these two values become about 0.04 and 0.06 eV. The estimate gives a rough scale for \(|u|\), not a correction to be applied, and, as shown below, it does not fix the sign.

These figures hold for a bulk \(X\) simply cut off at the contact. If \(X\) is instead built from the states of the open semiconductor chain, with the same level shifts, the uniform rise over 24 sites becomes 0.20 eV and 0.17 eV, and 67 to 80 per cent of the correction is lost. The bulk shifts alone therefore do not fix the size of the relaxation.

For the cut-off bulk \(X\) and a uniform rise over 24 sites, tripling \(\varepsilon_r\) lowers \(u\) by only about a quarter. In the linear formula this means that \(CK\) exceeds \(\varepsilon_r\). The response is not really linear: its slope \(CK\) grows from about 12 at \(u=0\) to about 26 at \(u=0.076\) eV, so the formula explains the trend of the uniform model but not its exact values. With the potential resolved site by site, \(u\) even grows with \(\varepsilon_r\), which a single response constant cannot describe.

The sign of the transfer is less obvious. The Fermi level moves from 0.05 eV below midgap to \(1.15/2-0.45\approx0.13\) eV below it. Filling of gap states measured from midgap would then suggest a loss of electrons, yet the chain shows a gain. The calculation does not separate the gap states from the effect of cutting off the bulk \(X\) at the contact, so the cause remains open. The sign also depends on details of the contact that the bulk shifts do not contain. With an abrupt lineup in place of the smooth step of part (e), the semiconductor gains only 0.025 electrons and the uniform model over 24 sites gives \(u\approx-0.04\) and \(-0.02\) eV, so the barrier rises. With the smooth step but the upper site (4.5 eV) touching the metal, the charge changes by \(-0.006\) electrons and \(u\approx-0.12\) and \(-0.05\) eV. Neither the sign of the transfer nor that of \(u\) should be carried over to other contacts.

Nor is the relaxed value automatically the better one. If the KS density is already close to the true density, keeping it is the sounder choice. The estimate shows how much depends on that condition.

## (g) From the flat-band barrier to a device

**Question.** For an acceptor density \(N_A=10^{17}\) cm⁻³ at 300 K, find the consequence for the current and the size of image-force lowering, tunnelling and spin–orbit coupling.

**Solution.** For thermionic emission over a barrier many \(kT\) high, the current scales as \(e^{-\Phi_p/kT}\). With temperature and prefactor held fixed,

\[
\frac{J^{QP}}{J^{KS}}=e^{-0.25/0.02585}\approx6\times10^{-5}.
\]

**Image force.** Take \(\varepsilon=12\,\varepsilon_0\). Far from the contact, with all acceptors ionised, the Fermi level lies \(kT\ln(N_v/N_A)\) above the valence edge, where \(N_v=2(2\pi m_hkT/h^2)^{3/2}\). A density-of-states mass \(m_h\) of 0.80 electron masses makes this 0.134 eV. The band bending at zero bias is therefore \(0.450-0.134=0.316\) eV. It extends over a depletion width of 64.7 nm, from the formula for \(w\) given below, so the field at the contact is \(F=2\times0.316\ \text{V}/64.7\ \text{nm}\approx0.098\) MV/cm. Close to the metal a hole at distance \(x\) has the barrier profile

\[
B(x)=\Phi_p-eFx-\frac{e^2}{16\pi\varepsilon x}.
\]

Setting \(B'(x)=0\) gives \(x_m=\sqrt{e/(16\pi\varepsilon F)}\). There the two lowering terms are equal, and

\[
\Delta\Phi=2eFx_m=\sqrt{\frac{e^3F}{4\pi\varepsilon}}\approx0.034\ \text{eV}.
\]

The KS barrier of 0.20 eV has less band bending and a weaker field, and the same steps give a lowering of 0.023 eV. Its bending is only about 2.6 \(kT\), so the depletion approximation is rough there; keeping the mobile holes in Poisson's equation gives 0.020 eV. Including both lowerings raises the current ratio to about \(1\times10^{-4}\).

**Tunnelling.** For band bending \(V_b\) and width \(w=\sqrt{2\varepsilon V_b/(e^2N_A)}\), the barrier above the level of the flat band is \(V_b(1-x/w)^2\). The semiclassical exponent at that level is

\[
\frac{2}{\hbar}\int_0^w\!\sqrt{2mV_b}\left(1-\frac{x}{w}\right)dx
=\frac{w\sqrt{2mV_b}}{\hbar}=\frac{V_b}{E_{00}},
\]
\[
E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N_A}{m\varepsilon}} .
\]

With a tunnelling mass of 0.30 electron masses, \(E_{00}=0.0031\) eV, about one eighth of \(kT\). Thermionic emission then gives the main dependence on the barrier, although tunnelling just below the top raises the prefactor and quantum reflection lowers it; together they can change it by up to about a factor of two. Since \(E_{00}\propto\sqrt{N_A}\), it reaches \(kT\) near \(7\times10^{18}\) cm⁻³.

**Spin–orbit coupling.** If the bulk calculations omit it, p-like valence states split under \((2\Delta_{so}/3)\,\mathbf L\cdot\mathbf S\), with \(\mathbf L\) and \(\mathbf S\) in units of \(\hbar\). For total angular momentum 3/2, \(\mathbf L\cdot\mathbf S=1/2\), so the edge rises by \(\Delta_{so}/3\). A rough splitting of 0.045 eV lowers the barrier by 0.015 eV.

**Beside a real contact.** The gaps and barriers were chosen in the rough regime of a metal silicide on p-type silicon, where the gap is about 1.1 eV and barriers are a few tenths of an eV. The chain is not a calculation of such a contact, and its QP shifts are chosen inputs. Its valence band is less than 1 eV wide, against roughly 12 eV in silicon, so neither its interface charge nor its relaxation step should be carried over to silicon. Source and drain contacts in transistors are often doped near \(10^{20}\) cm⁻³, which breaks the low-doping assumption. There \(E_{00}\) is about 0.1 eV, roughly four times \(kT\), and tunnelling dominates. At unchanged band bending, image-force lowering grows as \(N_A^{1/4}\), to about 0.2 eV. The maximum then lies within a few tenths of a nanometre of the metal, where the classical image law is itself doubtful. The corrected \(\Phi_p\) remains an input to a tunnelling calculation, but the current ratio above no longer applies.

The numerical output lists the main model parameters and results.

## Computed values

```
metal site energy: 5.000 eV
metal hopping, KS: 1.500 eV
metal filling per spin: 0.333 
X in metal, site part: -0.100 eV
X in metal, added hopping: 0.100 eV
semiconductor mid-gap site energy: 4.250 eV
semiconductor hopping: 0.500 eV
contact hopping: 0.300 eV
lineup V_s - V_m: -0.700 eV
bulk metal Fermi level, KS: 3.500 eV
bulk metal Fermi level, QP: 3.300 eV
delta_F: -0.200 eV
bulk valence edge, KS: 4.000 eV
bulk valence edge, QP: 3.550 eV
delta_v: -0.450 eV
delta_c: 0.200 eV
gap, KS: 0.500 eV
gap, QP: 1.150 eV
p barrier, KS, bulk + lineup: 0.2002 eV
p barrier, KS, direct junction: 0.2004 eV
p barrier, QP, formula: 0.4502 eV
p barrier, QP, direct junction: 0.4504 eV
p barrier, QP, with random interface X: 0.4504 eV
p barrier, valence edge corrected only: 0.650 eV
n barrier, KS, bulk + lineup: 0.2998 eV
n barrier, QP, formula: 0.6998 eV
n barrier, QP, direct junction: 0.6999 eV
imposed dipole step: 0.100 eV
p barrier, QP, with dipole step: 0.3504 eV
2D metal: Fermi shift by counting: 10.605 meV
2D metal: Fermi-surface average: 10.638 meV
2D metal: occupied-state average: 12.200 meV
pole model: Z: 0.800 
pole model: exact shift: 0.4425 eV
pole model: linearised shift: 0.4400 eV
site spacing: 0.150 nm
contact area per chain: 0.130 nm^2
electrons moved to semiconductor at fixed lineup: 0.1357 per chain
relaxation step u, short-range eps 4: 0.076 eV
relaxation step u, short-range eps 12: 0.058 eV
p barrier after relaxation, eps 4: 0.375 eV
p barrier after relaxation, eps 12: 0.392 eV
temperature: 300 K
kT: 0.02585 eV
thermionic current ratio QP/KS: 6.316e-05 
acceptor doping: 1.0e+17 cm^-3
relative permittivity: 12.0 
hole density-of-states mass: 0.80 m_e
hole tunnelling mass: 0.30 m_e
band bending: 0.316 eV
depletion width: 64.7 nm
maximum field: 0.0976 MV/cm
image-force lowering: 0.0342 eV
tunnelling energy E00: 0.00309 eV
spin-orbit splitting (rough): 0.045 eV
spin-orbit rise of valence edge: 0.0150 eV
```
